# Why a Nucleation Threshold Makes Widening Oxide Bands in Alloys

Suppose a cross-section of an internally oxidized alloy shows an oxide band at the surface and a second one 276 nm below it. If the bands are taken to be equally spaced, the seventh band below the surface should lie at \(7\times0.276=1.9\) µm. In the model worked out here it lies at about 34 µm. The threshold for nucleation does separate the bands, but it sets no fixed period. Before the next band forms, it is the oxygen that recovers, not the depleted solute.

## The model

A metal fills \(x>0\) and holds a solute B at atomic fraction \(b_0\). Oxygen, at atomic fraction \(a\), enters through a thin surface film that B cannot cross. The film supplies the flux \(D_O(a_s-a)/L\), where \(a\) is taken at \(x=0\), \(a_s\) is the fraction in equilibrium with the gas, and \(L\) is the thickness of metal with the same resistance. Fluxes are divided by the density of metal atoms. The oxide is BO, so each band \(j\) takes up both species at the same rate \(R_j\):

\[
\partial_t a=D_O\,\partial_x^2a-\sum_jR_j\,\delta(x-x_j),\qquad
\partial_t b=D_B\,\partial_x^2b-\sum_jR_j\,\delta(x-x_j).
\]

New oxide nucleates where \(ab\) reaches \(K=\kappa a_sb_0\). Existing oxide grows without delay until \(ab=0\) at its own position, so one of the two species is exhausted there. Bands are thin and let oxygen through. Two further ratios matter:

\[
r=\frac{D_B}{D_O},\qquad \varphi=\frac{D_Bb_0}{D_Oa_s}.
\]

The example takes \(D_O=10^{-7}\) cm²/s, \(D_B=10^{-12}\) cm²/s, \(b_0=10^{-2}\), \(a_s=10^{-6}\), \(L=500\) nm and \(\kappa=0.5\). Hence \(r=10^{-5}\), \(\varphi=0.1\) and \(L^2/D_B=2500\) s.

## The old band runs out of solute

Oxygen is richest at the surface, so the first band forms there, after 0.015 s. This is short enough to be called \(t=0\). The band then holds \(a=0\) and takes the whole film flux, \(J=D_Oa_s/L\).

Solute must arrive at the same rate. A unit amount removed at the surface at time \(t'\) lowers the surface fraction at time \(t\) by \(1/\sqrt{\pi D_B(t-t')}\). Adding all removals gives

\[
b(0,t)=b_0-\int_0^t\frac{J\,dt'}{\sqrt{\pi D_B(t-t')}}=b_0-2J\sqrt{\frac{t}{\pi D_B}} .
\]

This vanishes at the Sand time. With \(b_0/J=\varphi L/D_B\),

\[
\tau=\frac{\pi D_Bb_0^2}{4J^2}=\frac{\pi\varphi^2}{4}\frac{L^2}{D_B}
=\frac{\pi(0.1)^2}{4}\,(2500\ \text{s})=19.6\ \text{s}.
\]

After \(\tau\) the surface fraction of solute stays at zero. A unit drop of the surface fraction at time \(t'\) draws the later flux \(\sqrt{D_B/[\pi(t-t')]}\). The fraction fell at the rate \(J/\sqrt{\pi D_Bt'}\) until \(\tau\), and not afterwards. The uptake is therefore

\[
R=\frac{J}{\pi}\int_0^{\tau}\frac{dt'}{\sqrt{t'(t-t')}}=\frac{2J}{\pi}\arcsin\sqrt{\frac{\tau}{t}},
\]

where the substitution \(t'=t\sin^2\theta\) turns the integrand into \(2\,d\theta\). At \(t=\tau\) this equals \(J\), as it must. Later it falls, and the band can no longer use all the oxygen offered to it.

## Oxygen breaks through

The film flux now feeds the band and the metal ahead. The flux into the metal is of order \(a_s\sqrt{D_O/(\pi t)}\). At \(t=\tau\), its ratio to \(J\) is

\[
\frac{L}{\sqrt{\pi D_O\tau}}=\frac{2\sqrt r}{\pi\varphi}=0.02 .
\]

For \(\sqrt r\ll\varphi\) it can be dropped. Then \(D_O(a_s-a)/L=R\), and at the surface band

\[
\frac{a}{a_s}=1-\frac2\pi\arcsin\sqrt{\frac{\tau}{t}} .
\]

Oxygen spreads ahead much faster than solute depletion does. Just outside the depleted layer \(b\approx b_0\), while \(a\) is still close to its value at the band. The threshold is thus met when \(a\approx\kappa a_s\), that is, when the arcsine equals \(\pi(1-\kappa)/2\):

\[
t_1=\frac{\tau}{\sin^2[\pi(1-\kappa)/2]}=\frac{19.63\ \text{s}}{0.5}=39.3\ \text{s}.
\]

The numerical solution of the full equations gives 42.2 s on the grid used (42.1 s when converged), which is 7% later than the formula. With \(r\) lowered to \(10^{-9}\) at fixed \(\varphi\) and \(\kappa\), the difference shrinks to 0.35% on that grid, most of it discretization error (the converged difference is 0.08%), so the delay comes from the finite value of \(r\).

The new band forms where \(ab\) is largest. There \(a'b+ab'=0\), or

\[
\frac{b'}{b}=-\frac{a'}{a}.
\]

The rise of the solute profile balances the slow fall of the oxygen profile. For an estimate, replace both histories by steps at \(t=0\), so that \(b\propto\mathrm{erf}(y)\) and \(a\propto\mathrm{erfc}(y\sqrt r)\) with \(y=x/(2\sqrt{D_Bt})\). For small \(r\) the balance becomes \(e^{-y^2}\approx\sqrt r\), which gives

\[
x_1\approx2\sqrt{D_Bt_1}\,\sqrt{\tfrac12\ln(1/r)}=4.8\sqrt{D_Bt_1}.
\]

The full solution gives \(4.25\sqrt{D_Bt_1}=276\) nm (the factor is 4.24 when converged). At that point and moment \(b/b_0=0.9986\) and \(a/a_s=0.501\). Up to \(t_1\) the solute fraction rises nowhere, apart from rounding. The next threshold is reached by oxygen arriving in metal that was hardly depleted.

Once the new band exists, it pins \(a\) to zero at its position. Fast oxygen diffusion then lowers \(ab\) around it, and this keeps the neighbouring metal from nucleating too.

## What the gap requires

**A finite threshold.** Let \(\kappa\to0\) and write \(s=t-\tau\ll\tau\). Since \(\arcsin\sqrt{\tau/(\tau+s)}=\pi/2-\arctan\sqrt{s/\tau}\), the unused oxygen flux is

\[
J-R=\frac{2J}{\pi}\arctan\sqrt{\frac s\tau}\approx\frac{2J}{\pi}\sqrt{\frac s\tau}.
\]

A flux growing as \(\sqrt s\) into a half-space gives a surface fraction proportional to

\[
\int_0^s\sqrt{\frac{s'}{s-s'}}\,ds'=\frac{\pi s}{2},
\]

spread over a depth of order \(\sqrt{D_Os}\). Near the band \(b\approx Jx/D_B\), which at that depth grows as \(\sqrt s\). Hence \(K\propto s\cdot s^{1/2}=s^{3/2}\), and

\[
x_1\propto\sqrt s\propto\kappa^{1/3}.
\]

This holds while \(\sqrt{D_Os}\) is small against both \(L\) and \(\sqrt{D_B\tau}\). In a test with \(r=\varphi=1\), raising \(\kappa\) from \(10^{-4}\) to \(10^{-3}\) moved \(x_1\) from \(0.064L\) to \(0.143L\), an exponent of 0.35 (converged: \(0.063L\) and 0.36, tending to 1/3 at smaller \(\kappa\)). The first gap closes as the threshold vanishes. In the example, with \(r=10^{-5}\), the cube-root law is approached only for \(\kappa\) below about \(10^{-4}\). Above that the gap closes more slowly: lowering \(\kappa\) from 0.5 to 0.01 takes \(x_1\) from 276 nm to 105 nm.

**Mobile solute.** If \(D_B=0\), a band consumes the solute at its own position and leaves \(b=b_0\) right beside it. The product \(ab\) is then largest next to the band, and the oxide advances without a gap. For mobile solute with \(\sqrt r\ll\varphi\), \(t_1\propto\varphi^2/D_B\propto D_B\), so \(\sqrt{D_Bt_1}\propto D_B\). Halving \(D_B\) with all else fixed reduced \(x_1\) to about half its value (0.53 on the grid used, 0.52 when converged).

**A threshold below a ceiling.** Take the surface band to be present from \(t=0\), as above. Before \(\tau\) there is then no oxygen ahead of it. Afterwards \(a\le a_s\) and \(b=0\) at the band. Comparison with the step solutions that start at \(\tau\) gives

\[
ab\le a_sb_0\,\mathrm{erf}(y)\,\mathrm{erfc}(y\sqrt r)\le M(r)\,a_sb_0,\qquad y=\frac{x}{2\sqrt{D_Bs}},
\]

where \(M\) is the maximum over \(y\). The film keeps \(a\) strictly below \(a_s\), so a second band needs \(\kappa<M\).

This condition also suffices, for the second band and for every later one. If no further band formed, the uptake of the old bands would die away. Oxygen at the newest band would rise towards \(a_s\), and \(ab\) ahead would approach the bound.

For \(r=1\) the product is \(\mathrm{erf}(y)[1-\mathrm{erf}(y)]\), so \(M=1/4\). With \(r=\varphi=1\), a run at \(\kappa=0.22\) formed a second band at \(13.2L\). A run at \(\kappa=0.28\) formed none up to \(10^4L^2/D_B\), and \(ab\) reached \(0.2455\,a_sb_0\). In the example \(M=0.991\).

## Why the gaps widen

Far below the surface the film resistance is negligible, and the boundary condition becomes \(a=a_s\). Put \(x=\lambda x'\), \(t=\lambda^2t'\) and \(R_j=R_j'/\lambda\). Every term of the diffusion equations then carries the factor \(\lambda^{-2}\), one power of \(\lambda^{-1}\) in the sink term coming from the delta function. The values \(a_s\), \(b_0\) and \(K\) do not change. A stretched solution is again a solution, which permits

\[
X_{n+1}=qX_n,\qquad t_{n+1}=q^2t_n,\qquad X=x+L,
\]

with \(q\) depending on \(r\), \(\varphi\) and \(\kappa\). Adding \(L\) counts the film as metal and does not matter at depth. Scaling alone does not prove that the bands settle into this pattern. In the example they do:

| Band | Depth (µm) | Time (h) | \(X_n/X_{n-1}\) |
|---:|---:|---:|---:|
| 1 | 0.276 | 0.012 | 1.55 |
| 2 | 0.90 | 0.085 | 1.80 |
| 3 | 2.13 | 0.36 | 1.88 |
| 4 | 4.49 | 1.36 | 1.90 |
| 5 | 8.96 | 4.99 | 1.90 |
| 6 | 17.4 | 18.0 | 1.90 |
| 7 | 33.5 | 64.9 | 1.90 |

The late time ratio is 3.63, against \(q^2=3.60\). The bands in this run sit on grid nodes 1% apart in \(X\), so the ratios are resolved only to about 1%, and a coarser grid changes \(q\) from 1.896 to 1.906. Converged, \(q=1.900\), band 6 lies at 17.5 µm, band 7 at 33.7 µm and 65.1 h, and the last time ratio is 3.62 against \(q^2=3.61\). Each late gap is \((q-1)X_n\), or 0.9 of the depth already reached.

## How far to trust the numbers

The diffusivities are rough values for oxygen and a substitutional solute in palladium near 1250 K. The oxygen fraction is deliberately low, as at low oxygen pressure, so that solute transport can compete. The solute is a model one, and \(\kappa=0.5\) is chosen, not known for a particular alloy. The table shows how the mechanism behaves in this regime; it does not predict a given specimen.

One assumption that may fail in a real alloy is that bands let oxygen through. Pressed into compact oxide, band 5 would be about 110 nm thick by the time band 7 forms, or 1.3% of the 8.5 µm gap that follows. That is thin as a band, but if it closed into a continuous layer it could block the oxygen, and the later rows of the table would not apply.

Three further effects are neglected, and the first can blur the bands:

- **Unsharp threshold.** Let \(S\) be \(ab\) divided by its value at equilibrium with the oxide. The classical nucleation barrier varies as \(1/\ln^2S\). With an assumed barrier of \(60\,k_BT\) at \(S=100\), the logarithm of the rate changes by \(2\times60/\ln100=26\) per unit of \(\ln S\). A tenfold change of rate thus takes \(2.30/26=0.088\) in \(\ln K\). Raising \(K\) by that much changes \(q\) from 1.906 to 1.964 on the same grid, so a uniform shift of \(K\) changes the late ratio by 3%. This compounds from band to band: band 1 then lies 10% deeper and band 7 lies 26% deeper. The place of nucleation is less secure, because the maximum of \(ab\) is flat. At \(t_1\) the oxygen fraction falls only from \(0.5083a_s\) to \(0.5009a_s\) over the first 276 nm, and its profile flattens further in, while \(b\) is already close to \(b_0\). For \(ab\) to drop by the factor \(e^{-0.088}=0.916\) beyond the new band therefore takes at least \(0.084\times0.501/(0.0074/276\ \text{nm})=1.6\) µm. Over that distance, several times the first gap, the nucleation rate stays above a tenth of its peak. Nuclei could then appear scattered through a wide zone instead of in a thin band, which the sharp threshold of the model rules out.
- **Residual solubility.** For the same \(S\), when \(a=K/b_0\) at the old band, the solute fraction there is \(0.01b_0\) instead of zero.
- **Grain boundaries.** For boundaries 0.5 nm wide, grains of 100 µm and a diffusivity ratio of \(10^4\), all rough, the added solute flux is \(2(0.5/10^5)\times10^4=0.1\) of the lattice flux. With 10 µm grains it would equal the lattice flux. A single effective \(D_B\) would describe this only where \(\sqrt{D_Bt}\) is well above the grain size. In the example it is 0.065 µm at the first new band and 4.8 µm at the seventh, so the extra solute would arrive mainly near the boundaries and could make the bands uneven.

## What to do about it

To diagnose the mechanism, plot the logarithm of band depth against band number, and depth squared against time. Beyond the first few bands this model gives nearly straight lines. Equal spacing at depth points to something outside it. An oxygen supply that rises with time moves the pattern that way: with \(a_s\) growing as \(\sqrt t\) after the first new band, the gaps in the example grow only from 0.29 to 0.53 µm over bands 2 to 12.

To narrow the first gap, raise the oxygen activity. At fixed \(K\) this lowers both \(\varphi\) and \(\kappa\), and both shorten \(t_1\) as long as \(\sqrt r\ll\varphi\). Adding nucleation sites that lower \(K\) acts in the same direction. A different film resistance multiplies the depth of every band by the same factor, because \(L\) is the only length in the model. The late ratio \(q\) stays unchanged.

To stop bands below the surface, keep \(a_sb_0<K/M\). In the example this means reducing \(a_s\) to less than 0.505 of its value at fixed \(b_0\) and \(K\). Below 0.5 the surface band does not form either, so in practice the step stops all oxide in the model. The margin should allow for defects that nucleate oxide below the assumed \(K\). A reduction that stops short of the limit delays the second band instead of preventing it.

The full set of values is in the numerical output below.

## Calculated quantities

```
temperature                          1250 K
oxygen diffusivity D_O               1.0e-07 cm2/s
solute diffusivity D_B               1.0e-12 cm2/s
solute b0, oxygen a_s                1e-02, 1e-06 at. frac.
film equivalent length L             500 nm
threshold kappa = K/(a_s b0)         0.50
r = D_B/D_O                          1.0e-05
phi = D_B b0/(D_O a_s)               0.100
time unit L^2/D_B                    2500 s
surface band nucleates at            0.0148 s
Sand time tau                        19.63 s
t1 from formula                      39.27 s
t1 simulated, example                42.21 s
x1 simulated, example                276 nm
at t1: a/a_s at surface band         0.5083
at t1: a/a_s at new band             0.5009
at t1: b/b0 at new band              0.9986
largest rise of b/b0 before t1       4.4e-16
r=1e-9: arcsine flux, max error      0.09 %
r=1e-9: t1 simulated/formula - 1     0.35 %
x1/sqrt(D_B t1): example, r=1e-9     4.25, 5.91
x1 ratio when D_B is halved          0.526
ceiling M(r), example                0.9908
ceiling M(1)                         0.2500
r=1, kappa=0.28: largest ab reached  0.2455, no band
r=1, kappa=0.22: next band at        13.2 L
r=1: x1 at kappa=1e-4, 1e-3          0.0640, 0.1434 L
exponent of x1 in kappa              0.351
band  depth (um)  time (h)  X ratio to previous band
  1      0.276      0.0118    1.553
  2      0.901      0.0850    1.804
  3      2.130      0.3601    1.878
  4      4.487      1.3584    1.896
  5      8.958      4.9904    1.896
  6     17.437     18.0499    1.896
  7     33.517     64.8836    1.896
late position ratio q                1.896
late time ratio, and q^2             3.628, 3.597
q on coarser grid                    1.906
assumed K/K_solubility, barrier      100, 60 kT
implied oxide surface energy         0.85 J/m2
ln K width for tenfold rate          0.088
rate gain over that width            9.4
q with K raised by it (coarse grid)  1.964
residual b/b0 at old band at a=K/b0  0.010
band 5 as compact oxide              110 nm
gap from band 5 to band 6            8479 nm
compact thickness/gap                0.0129
grain-boundary share of solute flux  0.10 (rough)
```
